Equilibrium Cl/HCl and H/H₂ ratios in hot hydrogen

**1. A case with only masses and bond lengths**

Chlorine in hot hydrogen exchanges atoms by

Cl + H₂ = HCl + H.

Suppose first that this reaction costs no energy, that chlorine is infinitely heavier than hydrogen, that molecular vibrations stay in their ground states, and that the six ground-term states of a Cl atom have equal energy. What remains is a count of thermally accessible states.

For an ideal gas, the chemical potential of species i is μᵢ = −kT ln(qᵢ/Nᵢ), where Nᵢ is the number of particles and qᵢ the one-particle partition function. Equilibrium requires μ(Cl) + μ(H₂) = μ(HCl) + μ(H). Dividing by −kT and exponentiating gives

K ≡ p(HCl) p(H) / [p(Cl) p(H₂)] = q(HCl) q(H) / [q(Cl) q(H₂)].

Pressures may replace numbers because pᵢ = NᵢkT/V, and there are two particles on each side. In atomic units, with ħ = 1,

qᵢ = V (mᵢkT/2π)^(3/2) zᵢ exp(−Eᵢ/kT),

where Eᵢ is the ground-level energy and zᵢ counts internal states from that level. The volumes cancel.

In the special case, Cl and HCl have equal mass, so translation contributes (m_H/m_H2)^(3/2) = 2^(−3/2). A classical linear rotor has z = 2IkT/σ, with σ = 2 for H₂ and σ = 1 for HCl. A bond of length r has moment of inertia I = μ_r r², where μ_r is the reduced mass: m_H/2 for H₂ and m_H for HCl. Rotation therefore contributes

2I(HCl)/I(H₂) = 4ρ², ρ = r(HCl)/r(H₂).

The H atom has two electronic states and Cl has six, while both molecules have one. This contributes 2/6. The product is

K₀ = 2^(−3/2) · 4ρ² · 1/3 = √2 ρ²/3.

Nuclear-spin factors cancel between the two sides once σ = 2 is used for H₂. With bond lengths 1.2737 Å for HCl and 0.7431 Å for H₂, ρ² = 2.938 and K₀ = 1.385. The longer bond and larger reduced mass of HCl, together with the symmetry of H₂, favour HCl + H; the lost translational states and the many states of Cl oppose it.

**2. What K says about the two ratios**

Rearranging the definition of K gives

[p(Cl)/p(HCl)] / [p(H)/p(H₂)] = 1/K.

Within the ideal-gas description this holds at any pressure and chlorine loading. Other species, such as silicon chlorides, may alter all four pressures, but not this combination. The ratios agree within a factor of two when 1/2 < K < 2.

A small reaction energy is not enough to guarantee this. It brings the Boltzmann factor near one, but the count of states must be near one as well. The special case shows that it is, through a partial cancellation of larger factors.

**3. Restoring the neglected terms**

Let w be a vibrational quantum and Δ the spin-orbit splitting of Cl, whose four lower states have J = 3/2 and whose two upper states have J = 1/2. For classical rigid rotors and quantum harmonic oscillators,

K = f_trans f_rot f_vib f_el exp(−E₀/kT),

f_trans = [m_HCl m_H/(m_Cl m_H2)]^(3/2),

f_rot = 2I(HCl)/I(H₂),

f_vib = [1 − exp(−w_H2/kT)] / [1 − exp(−w_HCl/kT)],

f_el = 2/[4 + 2 exp(−Δ/kT)].

The vibrational factor follows from the geometric sum z = 1/[1 − exp(−w/kT)], with HCl in the numerator of K.

The reaction energy E₀ runs from ground level to ground level. Measured from three separated atoms, Cl + H₂ lies at −D₀(H₂) and HCl + H at −D₀(HCl), so

E₀ = D₀(H₂) − D₀(HCl).

Let Dₑ be the depth of a potential well, measured for HCl from the mean energy of the six Cl states. If the four lower states lie at x and the two upper ones at x + Δ, a zero mean requires 6x + 2Δ = 0, hence x = −Δ/3. Dissociation into the lower states therefore costs Δ/3 less:

D₀(H₂) = Dₑ(H₂) − w_H2/2,

D₀(HCl) = Dₑ(HCl) − w_HCl/2 − Δ/3.

It follows that E₀ = E′ + Δ/3, where

E′ = Dₑ(H₂) − Dₑ(HCl) − (w_H2 − w_HCl)/2

is the reaction energy without spin-orbit coupling.

**4. The first correction**

Consider temperatures at which E′ and Δ are small compared with kT, while kT is small compared with both vibrational quanta. Let ε = m_H/m_Cl. Each factor can then be expanded.

*Mass.* Since m_HCl/m_Cl = 1 + ε, f_trans = [(1 + ε)/2]^(3/2). The reduced mass of HCl is m_H/(1 + ε), so f_rot = 4ρ²/(1 + ε). Their product is √2 ρ²(1 + ε)^(1/2), which adds ε/2 to ln K.

*Vibration.* From ln(1 − y) ≈ −y,

ln f_vib ≈ exp(−w_HCl/kT) − exp(−w_H2/kT).

*Spin-orbit coupling.* Put δ = Δ/kT. Then

(4 + 2e^(−δ))/6 = 1 − δ/3 + δ²/6 − …

The logarithm is −δ/3 + δ²/6 − δ²/18 = −δ/3 + δ²/9. Because f_el is one third of the inverse of this quantity,

ln f_el = −ln 3 + δ/3 − δ²/9 + …

The Boltzmann exponent is −E₀/kT = −E′/kT − δ/3. The linear spin-orbit terms cancel: the lowered Cl ground level makes the reaction costlier, but the upper Cl states are less populated, and to first order the two effects balance. Altogether,

ln K ≈ ln K₀ + ε/2 − E′/kT + exp(−w_HCl/kT) − exp(−w_H2/kT) − δ²/9.

The first correction consists of the terms between ln K₀ and δ²/9. The last term is the leading effect of spin-orbit coupling.

**5. Numbers at 1300 K**

The molecular data are computed. For H₂, coupled cluster with single and double excitations (CCSD) treats both electrons completely within a given basis. Its bond length and vibrational quantum come from the cc-pVTZ basis. Those of HCl come from second-order perturbation theory (MP2) in the same basis. The HCl quantum is taken from the curvature at 1.275 Å, slightly outside the minimum; at the minimum it would be 0.379 eV instead of the 0.377 eV used below, lowering K by about 0.7%.

Well depths use Hartree-Fock energies in cc-pVQZ. Correlation energies are extrapolated on the assumption that the basis error falls as X⁻³, with X = 3 for cc-pVTZ and X = 4 for cc-pVQZ. For H₂ the extrapolated energy is CCSD. For HCl and Cl it is MP2, used to correct a cc-pVTZ calculation with single, double and perturbative triple excitations, CCSD(T). Chlorine core correlation, scalar relativity and higher excitations are left out.

The results are

Dₑ(H₂) = 4.751 eV, Dₑ(HCl) = 4.660 eV,

w_H2 = 0.546 eV, w_HCl = 0.377 eV.

For Δ, a rough measured size of 0.11 eV is used. The wells differ by 0.0913 eV and the zero-point energies by 0.0846 eV, so E′ = 0.0067 eV. Adding Δ/3 = 0.0367 eV gives E₀ = 0.0434 eV. With kT = 0.1120 eV, the terms in ln K are

ln K₀ = 0.326

ε/2 = 0.014

−E′/kT = −0.060

vibration: 0.035 − 0.008 = 0.027

−δ²/9 = −0.107.

The first correction changes K₀ = 1.385 to 1.36. The spin-orbit term lowers this to 1.22. It exceeds the first-order terms because δ = 0.98 is not small; the expansion is useful here because its coefficients are small.

The unexpanded factors are

K = 0.3687 × 11.43 × 1.028 × 0.4211 × 0.679 = 1.24.

Thus 1/K = 0.81: Cl/HCl is about four fifths of H/H₂. The leading estimate K₀ is 12% above the unexpanded value.

**6. How accurate must the energy be?**

Write F for the product of the four factors before the exponential; here F = 1.824. The condition 1/2 < F exp(−E₀/kT) < 2 becomes, after taking logarithms,

kT ln(F/2) < E₀ < kT ln(2F).

At 1300 K, with F held fixed, this is −0.010 eV < E₀ < 0.145 eV. An exactly thermoneutral reaction would give K = 1.82, inside the range but near its edge. The small endothermicity moves K towards one.

The largest uncertainty examined is the finite basis. Quadruple-zeta energies without extrapolation give E₀ = 0.082 eV instead of 0.043 eV, and K = 0.88. The shift of 0.039 eV is smaller than the distance from 0.043 eV to either edge of the window. The extrapolated depths are themselves not converged to the digits shown. The cc-pVQZ Hartree-Fock energy lacks a tight d function on chlorine; repeating the Hartree-Fock and MP2 steps with cc-pVQZ and cc-pV5Z deepens the HCl well by about 0.014 eV, which gives E₀ ≈ 0.030 eV and K ≈ 1.40. Using also the accurately known H₂ depth of 4.748 eV gives E₀ ≈ 0.026 eV and K ≈ 1.44. The omitted core and relativistic terms are not included in these figures. Agreement within a factor of two survives all of these shifts, but E₀ is uncertain by at least 0.02 eV, K by at least 15%, and the calculation does not firmly settle which ratio is larger.

The spin-orbit input matters less. An estimate from the Hartree field of the chloride ion gives Δ = 0.093 eV; using it would raise K by about 2.5%. Omitting the coupling altogether gives K = 1.36.

The HCl bond length and vibrational quantum also depend on the method. CCSD(T) in cc-pVTZ gives 1.277 Å and 0.372 eV, instead of the 1.274 Å and 0.377 eV used here. Together these changes would raise K by about 3%.

**7. Correction for quantum rotation**

The classical rotor replaces a sum over J by an integral. With B = 1/(2I), the Euler-Maclaurin formula gives

Σ (2J + 1) exp[−BJ(J + 1)/kT] ≈ kT/B + 1/2 − 1/6 = (kT/B)(1 + B/3kT).

The 1/2 is half the J = 0 term, and −1/6 comes from the slope of the summand there. For H₂, the even and odd levels carry weights 1/4 and 3/4. When kT is much larger than B, their alternating part nearly cancels, leaving half the full sum and the same relative correction.

Hence ln K acquires the further term

−[B(H₂) − B(HCl)]/(3kT).

From the bond lengths, B is 0.0075 eV for H₂ and 0.0013 eV for HCl, so the term is −0.018. H₂ gains more because its moment of inertia is smaller, through both a shorter bond and a smaller reduced mass.

Real bonds also stretch and are anharmonic. To size these effects together with quantum rotation, each molecule can be given a Morse potential with the same depth, bond length and harmonic quantum. Diagonalizing its radial Hamiltonian on a grid for each J and summing the Boltzmann factors gives K = 1.18, which is 5% below the rotor-oscillator value. Rotation accounts for just under 2%; stretching and anharmonicity supply the rest.

**8. The cold and hot limits**

The reaction enthalpy gives the local temperature dependence. Differentiating the factors of section 3,

kT² d(ln K)/dT = E₀ + U(HCl) − U(H₂) − U(Cl).

Here U = w/[exp(w/kT) − 1] for each vibration, and U(Cl) = 2Δe^(−δ)/(4 + 2e^(−δ)) is the mean electronic excitation energy. At 1300 K this is

0.0434 + 0.0135 − 0.0042 − 0.0174 = 0.0353 eV.

K therefore rises slowly with temperature, from 1.13 at 1000 K to 1.32 at 1600 K. The Morse level sums of section 7 show the same trend, with 1.06 and 1.26.

*Cold limit.* When kT is well below Δ, f_el tends to 1/2 and f_vib to one. If kT is still well above B, rotation remains nearly classical and

K ≈ 2.11 exp(−E₀/kT).

This falls to 1/2 at kT = E₀/ln 4.21 = 0.030 eV, or about 350 K. There kT is only four times B for H₂, so the classical rotor is already rough; the Morse level sums of section 7 put the crossing near 390 K. With the unextrapolated energy the crossing moves up to where kT is no longer well below Δ, and the full formula of section 3 puts it near 700 K, the Morse level sums near 750 K. Its position is therefore poorly known. In either case the factor-of-two statement fails in sufficiently cold gas.

*Hot limit.* If kT exceeded both vibrational quanta, then ln(1 − e^(−x)) ≈ ln x − x/2 would give

ln f_vib ≈ ln(w_H2/w_HCl) − (w_H2 − w_HCl)/(2kT).

The last term cancels the zero-point part of −E′/kT. Only the difference in well depths remains:

K ≈ 2.03 exp{−[Dₑ(H₂) − Dₑ(HCl)]/kT}.

This limit is formal. It needs kT well above 0.55 eV, or temperatures far above 6000 K, where harmonic bound molecules are no longer a sensible model. The formal limit lies close to K = 2, the edge of the factor-of-two range.

**9. Radical pressures in an epitaxy gas**

Take hydrogen with 1% HCl at 760 Torr and 1300 K. At full equilibrium, dissociation of H₂ fixes K₁ = p(H)²/p(H₂). The same partition functions give, in atomic units,

K₁ = kT (m_H kT/4π)^(3/2) · 4[1 − exp(−w_H2/kT)]/[I(H₂)kT] · exp[−D₀(H₂)/kT].

The factor 4 counts the electronic states of two H atoms, and I(H₂)kT is the rotational partition function with σ = 2. With D₀(H₂) = 4.478 eV, K₁ = 9.85 × 10⁻¹⁰ Torr. Dividing p(H)² = K₁p(H₂) by p(H₂)² gives

p(H)/p(H₂) = √[K₁/p(H₂)] = √(9.85 × 10⁻¹⁰/752) = 1.14 × 10⁻⁶.

Division by K gives p(Cl)/p(HCl) = 9.2 × 10⁻⁷. The radical pressures are 8.6 × 10⁻⁴ Torr for H and 7.0 × 10⁻⁶ Torr for Cl. These digits show the arithmetic, not the accuracy: summing the rovibrational levels of H₂ would lower the H pressure by about 5%, while quadruple-zeta energies without extrapolation would raise H by about 9% and Cl by about 54%. The ratios nearly agree, but the pressures differ by a factor of about 120, mainly because there is 99 times more H₂ than HCl.

At this density the ideal-gas assumption is mild. A hard core of diameter a = 3 Å gives the small parameter (2π/3)na³ = 3 × 10⁻⁴, where n is the gas number density.

**10. When exchange has not equilibrated**

Let k_f and k_r be the forward and reverse rate constants. The net forward rate per volume is

R = k_f n(Cl)n(H₂) − k_r n(HCl)n(H).

Each forward event removes one Cl and creates one H. If radicals are scarce, n(H₂) and n(HCl) hardly change, so

dR/dt = −[k_f n(H₂) + k_r n(HCl)]R.

Since R vanishes at equilibrium, k_r = k_f/K, and the relaxation time is

τ = 1/{k_f[n(H₂) + n(HCl)/K]}.

For an order of magnitude, choose a collision cross-section of 10 Å², a barrier of 0.25 eV and a steric factor of 0.1. With a mean relative speed of 3.8 × 10⁵ cm/s, their product gives

k_f = 0.1 × 10⁻¹⁵ × 3.8 × 10⁵ × exp(−0.25/0.1120) = 4.1 × 10⁻¹² cm³/s.

At n = 5.6 × 10¹⁸ cm⁻³, τ is about 44 ns. An assumed diffusivity of 20 cm²/s for both radicals gives a diffusion length √(Dτ) of about 9 μm. Because H₂ greatly outnumbers HCl, it is the diffusivity of Cl that sets this length. Cl is the slower radical: a hard-sphere estimate of 6 to 8 cm²/s gives 5 to 6 μm. Within several micrometres of a reacting wafer, the ratio law may therefore lag.

Setting R = 0 reproduces the ratio law without requiring H and H₂ to be in dissociation equilibrium. If H is far too abundant, fast exchange raises Cl/HCl with it, and the ratio of ratios returns to 0.81.

The chosen temperature, pressure and HCl share lie in the rough regime of silicon epitaxy from chlorides near atmospheric pressure. A real cold-wall reactor breaks the assumption of uniform temperature. Where exchange remains fast, gas at 1000 K would have K = 1.13 instead of 1.24, a 9% change. The absolute radical pressures are less secure, because they also require H₂ dissociation and recombination to keep pace with the flow. For a three-body recombination coefficient of order 5 × 10⁻³³ cm⁶/s, the relaxation time near equilibrium is about 1.4 s in the gas at 1300 K, and gas that starts without radicals needs about 4 s to reach 90% of the equilibrium H level, against tens of nanoseconds for exchange. The ratio law is therefore better suited to estimating Cl from a known H level than to predicting either radical from the temperature alone.
